# Maximum Steady Domain-Wall Speed with Dynamic Width Contraction

If the width of a field-driven domain wall is frozen at its rest value, the wall seems to gain speed right up to the breakdown field. For the narrow Permalloy track worked out below, that assumption predicts 566 m/s at breakdown. The same local model with the width left free gives at most 400 m/s, and gives it at a field 4 % below breakdown. A device sized with the frozen width is therefore credited with 41 % more speed than the model allows, and is biased where the wall is slower and about to lose its steady motion.

## Model and conventions

The magnetization direction $\mathbf m=(m_1,m_2,m_3)$ is a unit vector that depends on one coordinate $x$ and on time. Axis 3 is easy, axis 2 is hard, and axis 1 is the cheaper transverse direction. The energy density is

$$e=A|\partial_x\mathbf m|^2+K(1-m_3^2)+K_\perp m_2^2-M_sBm_3,$$

with $A,K,K_\perp>0$ and a uniform field $B\ge 0$, in tesla, along $+3$. "Local" means that magnetostatics enters through the constants $K$ and $K_\perp$ alone. The motion obeys

$$\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\partial_t\mathbf m,\qquad \mathbf B_{\rm eff}=-\frac1{M_s}\frac{\delta E}{\delta\mathbf m},$$

with $\gamma>0$ in rad/(s T) and $E=\int e\,dx$, an energy per area.

Write $\mathbf m=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$. The unit vectors satisfy $\mathbf m\times\hat\theta=\hat\phi$ and $\mathbf m\times\hat\phi=-\hat\theta$, and $\partial_t\mathbf m=\theta_t\hat\theta+\sin\theta\,\phi_t\hat\phi$. The two components of the equation of motion are then

$$\theta_t=\gamma B_\phi-\alpha\sin\theta\,\phi_t,\qquad \sin\theta\,\phi_t=-\gamma B_\theta+\alpha\theta_t. \tag{1}$$

Since $\delta\mathbf m=\hat\theta\,\delta\theta+\hat\phi\sin\theta\,\delta\phi$, the field components are $B_\theta=-(1/M_s)\,\delta E/\delta\theta$ and $B_\phi=-(1/(M_s\sin\theta))\,\delta E/\delta\phi$. For $\phi$ uniform in space, with $u=K+K_\perp\sin^2\phi$,

$$\frac{\delta E}{\delta\theta}=-2A\theta''+u\sin2\theta+M_sB\sin\theta,\qquad \frac{\delta E}{\delta\phi}=K_\perp\sin^2\theta\sin2\phi.$$

## The steady wall

Let $\theta=\theta(\xi)$ with $\xi=x-vt$, rising from 0 on the left to $\pi$ on the right, and let $\phi$ be constant. The field favours the left domain, so $v>0$. With $\theta_t=-v\theta'$ and $\phi_t=0$, the first of equations (1) gives

$$v\theta'=\frac{\gamma K_\perp}{M_s}\sin2\phi\,\sin\theta .$$

This has the form $\theta'=\sin\theta/\Delta$, with

$$v=\frac{\gamma K_\perp}{M_s}\,\Delta\sin2\phi. \tag{2}$$

The length $\Delta$ is still unknown. Differentiating once more gives $\theta''=\cos\theta\,\theta'/\Delta=\sin2\theta/(2\Delta^2)$. In the second of equations (1) the left side is zero and $\alpha\theta_t=-\alpha(\gamma K_\perp/M_s)\sin2\phi\sin\theta$. Multiplying by $M_s/\gamma$,

$$\left(u-\frac A{\Delta^2}\right)\sin2\theta+\left(M_sB-\alpha K_\perp\sin2\phi\right)\sin\theta=0 .$$

Divide by $\sin\theta$. What remains is linear in $\cos\theta$ and must vanish for all $-1<\cos\theta<1$, so each bracket is zero:

$$\Delta=\sqrt{\frac A{K+K_\perp\sin^2\phi}},\qquad B=B_W\sin2\phi,\qquad B_W=\frac{\alpha K_\perp}{M_s}. \tag{3}$$

Integrating $d\theta/\sin\theta=d\xi/\Delta$ gives $\theta=2\arctan e^{\xi/\Delta}$, that is, $m_3=-\tanh(\xi/\Delta)$. The wall contracts because its moments tilt towards the hard axis, which raises the anisotropy cost $u$ that balances exchange.

Replacing $K_\perp\sin2\phi/M_s$ by $B/\alpha$ in (2) gives $v=\gamma B\Delta/\alpha$. Apart from a half turn of $\phi$, which changes nothing in (2) and (3), each field below $B_W$ allows two tilts, $\phi$ and $90^\circ-\phi$. To see which is reached, let $\phi$ vary slowly while the profile keeps the width (3), and neglect the rate of change of that width. For a wall at position $q(t)$, $\theta_t=-\dot q\sin\theta/\Delta$, and equations (1) become

$$\frac{\dot q}\Delta=\frac{\gamma K_\perp}{M_s}\sin2\phi+\alpha\phi_t,\qquad \phi_t=\gamma B-\alpha\frac{\dot q}\Delta .$$

Eliminating $\dot q$,

$$(1+\alpha^2)\,\phi_t=\gamma\,(B-B_W\sin2\phi). \tag{4}$$

In this reduced description the root below $45^\circ$ is stable and the other is unstable. Above $B_W$ there is no root and the wall moments turn continuously. On the stable branch $\sin^2\phi=\tfrac12\left(1-\sqrt{1-B^2/B_W^2}\right)$, so the speed for a given field is

$$v(B)=\frac{\gamma B}{\alpha}\sqrt{\frac{A}{K+\frac{K_\perp}2\left(1-\sqrt{1-B^2/B_W^2}\right)}},\qquad 0\le B\le B_W. \tag{5}$$

## The maximum speed

Insert $\Delta^2=A/u$ in the square of (2), and use $\sin^22\phi=4\sin^2\phi\,(1-\sin^2\phi)$ with

$$\sin^2\phi=\frac{u-K}{K_\perp},\qquad 1-\sin^2\phi=\frac{K+K_\perp-u}{K_\perp}.$$

The factors $K_\perp^2$ cancel:

$$v^2=\frac{4\gamma^2A}{M_s^2}\,\frac{(u-K)(K+K_\perp-u)}u=\frac{4\gamma^2A}{M_s^2}\left[2K+K_\perp-u-\frac{K(K+K_\perp)}u\right].$$

With $g=\sqrt{K(K+K_\perp)}$, the identity $u+g^2/u=(\sqrt u-g/\sqrt u)^2+2g$ shows that the bracket is largest at $u=g$. This value lies between $K$ and $K+K_\perp$, so a real tilt reaches it. The bracket is then $2K+K_\perp-2g=(\sqrt{K+K_\perp}-\sqrt K)^2$, and

$$v_{\max}=\frac{2\gamma\sqrt A}{M_s}\left(\sqrt{K+K_\perp}-\sqrt K\right). \tag{6}$$

Damping sets the field that is needed but does not enter the maximum speed.

At the maximum,

$$\sin^2\phi^*=\frac{g-K}{K_\perp}=\frac{\sqrt K}{\sqrt{K+K_\perp}+\sqrt K},$$

where $K_\perp$ was factored as a difference of squares. Hence $\tan^2\phi^*=\sqrt{K/(K+K_\perp)}$. The width obeys $\Delta^{*2}=A/g$, while the rest width is $\Delta_0=\sqrt{A/K}$. Both results are contained in one number,

$$r=\left(\frac K{K+K_\perp}\right)^{1/4}=\tan\phi^*=\frac{\Delta^*}{\Delta_0}<1,\qquad \frac{B^*}{B_W}=\sin2\phi^*=\frac{2r}{1+r^2}<1. \tag{7}$$

The maximum therefore lies on the branch below $45^\circ$ and below breakdown.

The fall in speed beyond $B^*$ follows from (2) and (3):

$$\frac{d\ln v}{d\phi}=2\cot2\phi-\frac{K_\perp\sin2\phi}{2u}.$$

The first term is the growth of the hard-axis torque and the second is the contraction. At $45^\circ$ the first vanishes and the second equals $-K_\perp/(2K+K_\perp)$. Since $d\phi/dB=1/(2B_W\cos2\phi)$ diverges there, $v(B)$ meets the breakdown field with a vertical downward slope.

## Limits and conditions

With the width frozen at $\Delta_0$, equation (2) would peak at $v_0=\gamma K_\perp\Delta_0/M_s$ for $B=B_W$. Let $\kappa=K_\perp/K$. Multiplying and dividing (6) by $\sqrt{K+K_\perp}+\sqrt K$ gives

$$v_{\max}=v_0\,\frac2{1+\sqrt{1+\kappa}}. \tag{8}$$

This form is preferable in code, since it subtracts no nearly equal numbers when $\kappa$ is small.

For $\kappa\ll1$ the factor is $1-\kappa/4$ to first order, and $B^*/B_W\approx1-\kappa^2/32$. At $\kappa=0.1$ the factor is 0.976, so a frozen width then overstates the top speed by only 2.4 % of its true value.

For $\kappa\gg1$, $v_{\max}$ tends to $2\gamma\sqrt{AK_\perp}/M_s$, whereas $v_0$ grows without bound as $K\to0$ at fixed $K_\perp$. In this limit $B^*/B_W\approx2\kappa^{-1/4}$, so the best field moves well away from breakdown.

The domain ahead of the wall points against the field and must survive it. Near $m_3=-1$, $m_3\approx-1+(m_1^2+m_2^2)/2$, and the energy of a small uniform tilt is $(K-M_sB/2)(m_1^2+m_2^2)+K_\perp m_2^2$. It is positive for every tilt only if $B<2K/M_s$. For this to hold up to $B_W$ one needs $\alpha\kappa<2$.

Equation (6) bounds steady walls with uniform $\phi$. It does not bound the average speed of a turning wall at fields above $B_W$.

## Time-dependent check

The full equation of motion was integrated from a wall at rest with $\phi=0$ and width $\Delta_0$, for $\kappa=5$ and $\alpha=0.25$. Speeds are in units of $2\gamma\sqrt{AK}/M_s$, in which (6) reads $\sqrt{1+\kappa}-1=1.4495$.

| $B/B_W$ | simulated $v$ | formula |
|---|---|---|
| 0.500 | 1.0818 | 1.0819 |
| 0.907 | 1.4492 | 1.4495 |
| 0.980 | 1.4135 | 1.4139 |

The second row is the field $B^*$ of (7). The width there settled at $0.639\,\Delta_0$ and the tilt at $32.6^\circ$, as predicted. At $1.2\,B_W$ the wall turned, and its mean speed over the measuring window was 1.02. For these parameters the steady wall is thus reached from rest, and the falling branch between $B^*$ and $B_W$ is reached too. Stability for other $\kappa$ and $\alpha$ was not examined.

## Speed from the wall energy

A second route to the speed allows real magnetostatics to be included. Multiply the first of equations (1), with $\phi_t=0$, by $\sin\theta$ and integrate over $x$. The left side is $-v\int\sin\theta\,\theta'dx=-2v$. The right side is $-(\gamma/M_s)\,\partial E/\partial\phi$ for a uniform rotation of $\phi$. Hence

$$v=\frac\gamma{2M_s}\frac{d\sigma}{d\phi}, \tag{9}$$

where $\sigma(\phi)$ is the wall energy per area without the field term, minimized over the width. The minimization is justified as follows. For the tanh profile, the field and damping torques in the $\theta$ equation are even in $\xi$, while a change of width changes $\theta$ by an odd function. Their product integrates to zero, so $\partial E/\partial\Delta=0$.

In the local model $E=2A/\Delta+2\Delta u$, so $\sigma=4\sqrt{Au}$, and (9) returns (2) with the width (3). With a nonlocal energy, a uniform $\phi$ and the tanh profile are no longer an exact solution. They become a trial shape, and (9) is then an approximation. The field follows from multiplying the $\theta$ equation by $\theta'$ and integrating. The internal energy drops out because it does not depend on the wall position, which leaves $2B=(\alpha v/\gamma)(2/\Delta)$, or $B=\alpha v/(\gamma\Delta)$ as before.

## Worked example: a narrow Permalloy track

The track is 20 nm wide and 5 nm thick and carries a transverse head-to-head wall. Axis 3 runs along the track, axis 1 across its width and axis 2 through its thickness. Rough typical values are $A=13$ pJ/m, $M_s=800$ kA/m and $\alpha=0.01$. Crystal anisotropy is left out.

A long bar has no demagnetizing factor along its length. The computed factors are 0.2301 across and 0.7699 through. With $\mu_0M_s^2/2=402.1$ kJ/m³,

$$K=402.1\times0.2301=92.5\ \text{kJ/m}^3,$$

$$K_\perp=402.1\times(0.7699-0.2301)=217.1\ \text{kJ/m}^3,$$

so $\kappa=2.35$. The square roots in (6) are 556.4 and 304.1 in (J/m³)$^{1/2}$, and the prefactor is

$$\frac{2\gamma\sqrt A}{M_s}=\frac{2\times1.761\times10^{11}\times3.606\times10^{-6}}{8\times10^5}=1.587$$

in SI units. The product $1.587\times252.3$ gives $v_{\max}\approx400$ m/s (0.40 km/s).

The rest width is 11.9 nm. With $r=0.739$, the wall at top speed is 8.8 nm wide and tilted by $36.5^\circ$. The breakdown field is $0.01\times2.171\times10^5/(8\times10^5)=2.71$ mT, and $B^*=0.956\,B_W=2.59$ mT. At breakdown itself the speed has dropped to 384 m/s.

Linearizing (4) about $\phi^*$ gives a settling rate $2\gamma B_W\cos2\phi^*$ for small $\alpha$. Here it is $2.8\times10^8$ s⁻¹, or a time of 3.6 ns. At 400 m/s the wall covers about 1.4 µm in that time. This is the settling of the tilt. Close to $\phi^*$ the speed deficit decays twice as fast, because the speed does not change to first order in $\phi$ there. A wall that starts from rest still needs about 5 ns, or 1.7 µm, to come within 1 % of its final speed.

## What the local model leaves out

**Nonlocal magnetostatics.** A wall about as wide as the track is thick or wide does not see the demagnetizing factors of an infinite bar, and a head-to-head wall carries magnetic charge. Equation (9) was evaluated with wavevector-dependent factors for the same cross-section and the tanh trial profile. The top speed becomes 435 m/s, 9 % above the local value. The corresponding width is 9.9 nm instead of 8.8 nm, and the field is about 2.50 mT instead of 2.59 mT (the maximum is flat, so the last digit is uncertain by about 0.01 mT). Since $v=\gamma B\Delta/\alpha$, the wider wall outweighs the lower field. The maximum remains below breakdown, now at 2.64 mT.

**Temperature.** For small tilts $\sigma$ has curvature $4\Delta_0K_\perp$. Equipartition over the 100 nm² cross-section gives an rms tilt of $3.6^\circ$ at rest and 300 K. At the fixed field $B^*$ the unstable root is $90^\circ-\phi^*=53.5^\circ$, which is $17^\circ$ beyond $\phi^*$. A wall whose tilt passes it is carried by (4) to the next stable root, half a turn beyond $\phi^*$. During this slip it slows and for a while moves backwards, then it recovers its steady motion. The restoring rate at $\phi^*$ is only 0.29 of its rest value. The thermal agitation of the tilt goes as $1/\Delta$, so the variance goes as one over the product of this rate and the width, which gives roughly $3.6^\circ/\sqrt{0.29\times0.739}\approx8^\circ$ rms near $\phi^*$. This is not small against $17^\circ$, so the linear estimate is only rough, and thermally started slips must be expected near $B^*$. With the cross-section $S$, the barrier between the two roots is $2K_\perp S\int\Delta\,(\sin2\phi-\sin2\phi^*)\,d\phi\approx0.7\,k_BT$. Equation (4) with thermal noise added then gives a slip roughly every 50 ns and a mean speed near 340 m/s at $B^*$. These are estimates within the one-variable description.

**Edges.** Widening the track raises the total wall energy. Equating the rise to the field work $2M_sB$ per volume swept, a wall at rest needs 4.6 mT in the local model to climb a long taper that widens by 1 nm in every 20 nm. The energy of the wall's magnetic charge, left out here, also grows with the width and would raise this field. The taper must be longer than the wall, so that the wall energy follows the local track width. The required field exceeds $B_W$, so a wall resting at the foot of such a slope does not climb it at any field that permits steady motion on the straight track. A moving wall carries extra energy $4A/\Delta^*-4A/\Delta_0\approx1.5$ mJ/m². A single widening by 1 nm costs $2M_sB\times20$ nm $\approx0.15$ mJ/m², so one isolated step is within the moving wall's energy budget.

**Comparison with real tracks.** The material values are ordinary for Permalloy, but a 20 nm width is small for a fabricated track. It was chosen because the cross-section is then 3.5 exchange lengths wide (exchange length 5.7 nm), which makes uniform magnetization across it plausible, though not proved. In much wider soft tracks the wall varies across the width and (6) should not be used as a design value. Of the broken assumptions, locality shifts the speed by 9 % in this estimate. Edge roughness can matter more, because it decides whether a wall starts at all. For a smooth track of this section, driven by a steady field, the estimates support a top speed near 0.4 km/s, reached a few per cent below breakdown if thermal agitation is ignored. At room temperature a lower bias is safer and, in the local model, faster on average. At $0.8\,B_W$ equation (5) gives 374 m/s, the unstable tilt is $37^\circ$ away instead of $17^\circ$, and the barrier is about $7\,k_BT$. The estimated mean speed is then about 370 m/s against 340 m/s at $B^*$, with a best value near 380 m/s around $0.85\,B_W$. The remaining digits are in the numerical output.

## Numbers as computed

```
Equation residual, true width: 5.1e-15 (reduced)
Equation residual, frozen width: 0.217 (reduced)
Simulation: Kp/K = 5.0, alpha = 0.25
Speed unit 2 gamma sqrt(A K)/Ms, width unit sqrt(A/K)
B/B_W=0.5000: v sim 1.0818, formula 1.0819
  width sim 0.8654, formula 0.8655
  tilt sim 15.00, formula 15.00 deg
B/B_W=0.9074: v sim 1.4492, formula 1.4495
  width sim 0.6388, formula 0.6389
  tilt sim 32.57, formula 32.58 deg
B/B_W=0.9800: v sim 1.4135, formula 1.4139
  width sim 0.5770, formula 0.5771
  tilt sim 39.25, formula 39.26 deg
B/B_W=1.2000: wall turns, mean v in window 1.0160
gamma = 1.76086e+11 rad/(s T)
A = 13.0 pJ/m, Ms = 800 kA/m, alpha = 0.010
Track width 20 nm, thickness 5 nm
mu0 Ms^2/2 = 402.1 kJ/m3
Demag factor across 0.2301, through 0.7699
K = 92.5 kJ/m3, Kp = 217.1 kJ/m3
Kp/K = 2.346
Width at rest = 11.85 nm
Width at top speed = 8.76 nm
Tilt at top speed = 36.48 deg
Top speed v_max = 400.3 m/s
Top speed from energy slope = 400.3 m/s
Field at top speed B* = 2.594 mT
Breakdown field B_W = 2.713 mT
B*/B_W = 0.9561
Speed at breakdown = 384.2 m/s
Frozen-width speed at breakdown = 566.3 m/s
v_max / frozen-width speed = 0.7069
Same ratio for Kp/K = 0.1: 0.9762
Domain stability limit 2K/Ms = 231 mT
Nonlocal: top speed = 435 m/s
Nonlocal: change of top speed = 8.7 %
Nonlocal: tilt at top speed = 35.5 deg
Nonlocal: width at rest = 13.6 nm
Nonlocal: width at top speed = 9.9 nm
Nonlocal: field at top speed = 2.51 mT
Nonlocal: breakdown field = 2.64 mT
Thermal rms tilt at rest, 300 K = 3.6 deg
Field to pass 1 nm widening over 20 nm = 4.6 mT
Exchange length = 5.69 nm
Track width / exchange length = 3.5
```
